# Spike-Free Kramers-Kronig Fits of Oxide-Film Reflectance with Many Triangular Oscillators

## Definitions and conventions

Fields vary as $e^{-i\omega t}$, so absorption means $\mathrm{Im}\,\varepsilon\ge 0$ at positive photon energy $E$. Energies are in eV. Light falls at normal incidence from air on a uniform, isotropic film of known thickness $d$. The substrate is transparent, has real index $n_s$, and returns no light from its back face.

The measured quantities are $N$ reflectances $R_i^{\rm data}$ at energies $E_i$, with independent Gaussian errors of known standard deviation $\sigma$. The misfit is

$$\chi^2=\sum_{i=1}^N\rho_i^2,\qquad \rho_i=\frac{R(E_i)-R_i^{\rm data}}{\sigma}.$$

The film's dielectric function is expanded as

$$\varepsilon(E)=1+c+\sum_{k=1}^K a_k\,[u_k(E)+i v_k(E)],\qquad a_k\ge0,\quad c\ge0 .$$

Here $v_k$ is a triangle of height one: it rises linearly from node $E_{k-1}$ to $E_k$ and falls to zero at $E_{k+1}$. It is continued to negative energy as an odd function. The real function $u_k$ is its Kramers-Kronig partner. The constant $c$ represents transitions so far above the measured range that their dispersion can be ignored there.

Since $v_k(E_k)=1$ and the other triangles vanish at $E_k$, the coefficient $a_k$ is the value of $\varepsilon''=\mathrm{Im}\,\varepsilon$ at node $k$. The condition $a_k\ge0$ therefore makes the film passive.

## A causal basis

Fitting $\varepsilon'$ and $\varepsilon''$ separately at each energy would give two unknowns per reflectance and would not enforce causality. The Kramers-Kronig integral removes the second set of unknowns:

$$u_k(E)=\frac1\pi\,P\!\int_{-\infty}^{\infty}\frac{v_k(x)}{x-E}\,dx .$$

Integrate by parts, using $1/(x-E)=d\ln|x-E|/dx$. The boundary terms vanish because $v_k$ has finite support. An antiderivative of $\ln|y|$ is $y\ln|y|-y$, so a second integration by parts gives

$$u_k(E)=\frac1\pi\int\frac{d^2v_k}{dx^2}\big[(x-E)\ln|x-E|-(x-E)\big]dx .$$

The second derivative of a triangle consists of three delta functions, whose weights are its changes of slope. With $\Delta_-=E_k-E_{k-1}$ and $\Delta_+=E_{k+1}-E_k$,

$$w_{k-1}=\frac1{\Delta_-},\quad w_k=-\frac1{\Delta_-}-\frac1{\Delta_+},\quad w_{k+1}=\frac1{\Delta_+}.$$

The second derivative of an odd function is odd, so the negative axis carries weights $-w_j$ at $-E_j$. Inserting both sets gives

$$\pi u_k=\sum_j w_j\big[(E_j-E)\ln|E_j-E|+(E_j+E)\ln|E_j+E|-2E_j\big].$$

The last term drops out, because

$$\sum_jw_jE_j=\frac{E_{k-1}-E_k}{\Delta_-}+\frac{E_{k+1}-E_k}{\Delta_+}=-1+1=0 .$$

Thus

$$u_k(E)=\frac1\pi\sum_{j=k-1}^{k+1}w_j\big[(E_j+E)\ln|E_j+E|+(E_j-E)\ln|E_j-E|\big].$$

At a node, $y\ln|y|$ takes its limit, zero.

Far from the triangle a simpler form shows what the data can see. Folding the integral onto positive energies gives $u_k=(2/\pi)P\int_0^\infty x v_k/(x^2-E^2)\,dx$. If the triangle is narrow compared with its distance from $E$, then

$$u_k(E)\approx\frac{2}{\pi}\,\frac{S_kE_k}{E_k^2-E^2},\qquad S_k=\frac{E_{k+1}-E_{k-1}}2 .$$

This is the real part of a sharp oscillator. Neighbouring triangles outside the measured range have nearly the same smooth effect inside it, so reflectance hardly distinguishes them.

## From oscillators to reflectance

Let $n=\sqrt\varepsilon$ with $\mathrm{Im}\,n\ge0$, and define

$$r_{01}=\frac{1-n}{1+n},\quad r_{12}=\frac{n-n_s}{n+n_s},\quad p=e^{2inEd/\hbar c},\quad q=r_{12}p .$$

Successive internal reflections form a geometric series, whose sum is

$$r=\frac{r_{01}+q}{1+r_{01}q},\qquad R=|r|^2 .$$

For a passive film with $\varepsilon\ne0$ the amplitude $r$ is an analytic function of $\varepsilon$, so one complex derivative serves all oscillators. The quotient rule gives $\partial r/\partial r_{01}=(1-q^2)/(1+r_{01}q)^2$ and $\partial r/\partial q=(1-r_{01}^2)/(1+r_{01}q)^2$. Also

$$\frac{dr_{01}}{dn}=-\frac2{(1+n)^2},\qquad \frac{dq}{dn}=\frac{2n_s}{(n+n_s)^2}\,p+\frac{2iEd}{\hbar c}\,q .$$

Since $dn/d\varepsilon=1/(2n)$,

$$\frac{dr}{d\varepsilon}=\frac{(1-q^2)\,dr_{01}/dn+(1-r_{01}^2)\,dq/dn}{2n(1+r_{01}q)^2},$$

$$\frac{\partial R}{\partial a_k}=2\,\mathrm{Re}\Big[r^*\frac{dr}{d\varepsilon}(u_k+iv_k)\Big].$$

For $c$, replace $u_k+iv_k$ by 1.

## What goes wrong when only the misfit is minimized

The example has a 120 nm film, $n_s=1.48$, and $N=101$ reflectances from 1.5 to 6.5 eV, spaced by $h=0.05$ eV. The mesh has the same spacing and carries $K=179$ triangles, from 0.05 to 8.95 eV. The data are synthetic, so the answer is known. The hidden absorption is of Tauc-Lorentz form,

$$\varepsilon''(E)=\frac{A E_0C(E-E_g)^2}{E\,[(E^2-E_0^2)^2+C^2E^2]}\quad(E>E_g),$$

and zero below $E_g$, with $A=60$, $E_0=6$, $C=6$ and $E_g=3$ eV. Its real part is 2.2 plus the Kramers-Kronig integral, evaluated by principal-value quadrature rather than with triangles. The reflectance lies between 0.038 and 0.232, and noise with $\sigma=0.003$ is added.

Minimizing $\chi^2$ alone, starting from the smooth regularized fit selected below ($\lambda=10^6$) and with at most 40 steps, brings it down to 5.6. This is not yet the minimum: further steps lower $\chi^2$ slightly and still change the spectrum, especially at the upper edge, so the numbers below describe the fit as stopped. The hidden spectrum itself has $\chi^2=88.2$. The fit is thus much closer to the data than the truth is: it has fitted noise.

Measure a spike by its contrast with its neighbours,

$$s_k=a_k-\tfrac12(a_{k-1}+a_{k+1}).$$

The largest $|s_k|$ in the measured range is 1.33, at the edge node (up to 6.3 eV it is 0.96), while the hidden $\varepsilon''$ at 6.5 eV is 2.61. At that edge the fit gives 1.44. The root-mean-square (rms) error of $\varepsilon''$ over the 101 nodes is 0.171, and the edge node supplies $(2.609-1.440)^2=1.37$ of the total squared error $101\times0.1707^2=2.94$. Without it the rms error is still $\sqrt{1.57/100}\approx0.13$.

Causality and positivity hold throughout this fit, so they do not suffice to remove spikes. Repeating it from the same start with noise-free data reduces the largest contrast to 0.087. For this start, which already lies near the truth, most of the 1.33 therefore comes from noise. The start matters: from the cruder ramp described below, 40 steps leave a largest contrast of 1.7 with noise and 0.85 without it, at $\chi^2$ of 14 and 7. An unpenalized fit stopped early can thus show spikes even for exact data.

To see the mechanism, collect the unknowns in $x=(a_1,\dots,a_K,c)$ and let $J_{ik}=\partial\rho_i/\partial x_k$. There are 180 unknowns but $J$ has rank at most 101, so at least 79 independent directions have no first-order effect on the data. Other directions have a small one. If a unit change along a right singular vector of $J$ changes the residual vector by length $s$, then in an unconstrained linear fit unit noise in the residuals produces a variance $1/s^2$ along that vector. A solution must be selected by something other than $\chi^2$.

## The penalty and the bound it gives

A spike has large curvature on the mesh. Let

$$(Da)_k=a_{k-1}-2a_k+a_{k+1}=-2s_k,\qquad a_0=a_{K+1}=0,$$

and minimize

$$F_\lambda=\chi^2+\lambda|Da|^2 .$$

Let $b$ be any admissible comparison spectrum, including its own constant $c$, for which $F_\lambda(a)\le F_\lambda(b)$. Rearranging this inequality gives

$$|Da|^2\le|Db|^2+\frac{\chi^2(b)-\chi^2(a)}\lambda .$$

One component of a vector cannot exceed its length, so

$$\max_k|s_k|\le\frac12\sqrt{|Db|^2+\frac{\chi^2(b)-\chi^2(a)}\lambda}.$$

No linearization enters, and $a$ need not be the global minimum. At $\lambda=0$ the bound is lost.

The cost of one spike is also explicit. Adding height $s$ at a node away from the mesh ends changes three components of $Da$ by $s,-2s,s$. On a straight background, where those components were zero, the cost is $\lambda(1+4+1)s^2=6\lambda s^2$. With $\lambda=10^6$ and $s=0.1$ it is 60,000, far more than any $\chi^2$ of order 100 could repay.

The penalty does not forbid broad false features. For a smooth curve $(Da)_k\approx h^2a''(E_k)$, where primes on $a$ denote energy derivatives, and therefore

$$\lambda|Da|^2\approx\lambda h^3\int[a''(E)]^2dE .$$

A wide hump is cheap. The same formula shows that $\lambda h^3$, not $\lambda$, should be held fixed when the mesh is refined.

## Minimizing with non-negative coefficients

At a current point $x$, linearize the residuals: $\rho(z)\approx\rho+J(z-x)$. Let $P=D^TD$, with a zero row and column added for the unpenalized $c$. A damping term $\mu|z-x|^2$ keeps the step where linearization is useful. Half the resulting objective is, up to a constant,

$$\tfrac12z^T(J^TJ+\lambda P+\mu I)z-z^T(J^TJx-J^T\rho+\mu x),\qquad z\ge0 .$$

This convex problem is solved with an active set, the list of coefficients held at zero:

1. Solve the linear equations for the free coefficients.
2. If some come out negative, move towards that solution until the first coefficient reaches zero, fix it, and repeat.
3. If none is negative, examine the derivatives of the objective at the fixed coefficients. Release the one with the most negative derivative and repeat; if none is negative, stop.

Compute the true $F_\lambda$ at the resulting $z$. If it has fallen, accept $z$ and divide $\mu$ by 10; otherwise keep $x$ and multiply $\mu$ by 10. Large $\mu$ gives a short step down the gradient, restricted to non-negative coefficients. Stop when further accepted steps give a negligible decrease.

Reflectance is nonlinear in $\varepsilon$, so reaching the global minimum is not guaranteed. Here the start is a ramp in $\varepsilon''$ from 0 at 3 eV to 3 at 6 eV and back to 0 at 9 eV, with $c$ set to make $\varepsilon'(1.5\ \mathrm{eV})=3.6$. The first fit uses $\lambda=10^5$, and each result starts the fit at the next $\lambda$, upwards and downwards. At the value selected below, a new start with $\varepsilon'=4.2$ led to the same in-range $\varepsilon''$ within $4\times10^{-6}$. This supports the solution but does not prove that it is the global minimum.

## Noise against bias

Suppose small noise leaves the set of free coefficients unchanged. If the data change by $\sigma\eta$, where $\eta$ has unit covariance, then $\delta\rho=J\delta x-\eta$. The minimum condition $J^T\rho+\lambda Px=0$, with the derivative of $J$ neglected, gives

$$H\delta x=J^T\eta,\qquad H=J^TJ+\lambda P,$$

$$\mathrm{Cov}(x)=H^{-1}J^TJH^{-1},$$

with all matrices restricted to the free coefficients. When $H$ is positive definite, a change of basis diagonalizes $J^TJ$ and $P$ together. Let their entries for one coordinate $t$ be $s^2$ and $\pi_t$. Its variance, and its bias for a true value $t_0$, are

$$\mathrm{Var}(t)=\frac{s^2}{(s^2+\lambda\pi_t)^2},\qquad \text{bias}=-\frac{\lambda\pi_t}{s^2+\lambda\pi_t}\,t_0 .$$

For $\pi_t>0$, the variance is at most $1/(4\lambda\pi_t)$, reached at $s^2=\lambda\pi_t$, instead of growing as $1/s^2$. The price is bias: a direction the data do not see is set by the penalty.

At $\lambda=10^6$ the covariance formula gives an rms noise spread of 0.018 in $\varepsilon''$ between 4.0 and 6.3 eV. Forty nonlinear fits to independently noisy data gave 0.020. Four fits at $\lambda=0$, each stopped after at most 40 steps, gave 0.11, about five times as much.

## Choosing the strength

For $\lambda_1<\lambda_2$, let $a_1,a_2$ be the global minimizers, with $\chi_i^2=\chi^2(a_i)$ and $Q_i=|Da_i|^2$. Then

$$\chi_1^2+\lambda_1Q_1\le\chi_2^2+\lambda_1Q_2,\qquad \chi_2^2+\lambda_2Q_2\le\chi_1^2+\lambda_2Q_1 .$$

Adding these gives $(\lambda_2-\lambda_1)(Q_2-Q_1)\le0$, hence $Q_2\le Q_1$. The first inequality then gives $\chi_1^2\le\chi_2^2$. More regularization means less curvature and a worse fit.

For the true spectrum $\chi^2$ has mean $N$ and standard deviation $\sqrt{2N}$. The rule adopted is to take the largest $\lambda$ with $\chi^2\le N+\sqrt{2N}=115.2$, on a grid of two values per decade. It is a practical rule, not an optimum, and it needs a trustworthy $\sigma$. Part of the sweep reads:

| $\lambda$ | $\chi^2$ | largest in-range $\lvert s_k\rvert$ | rms error of $\varepsilon''$ |
|---:|---:|---:|---:|
| $10^1$ | 14.0 | 0.106 | 0.196 |
| $10^3$ | 49.7 | 0.009 | 0.113 |
| $10^5$ | 70.6 | 0.002 | 0.080 |
| $10^6$ | 94.0 | 0.0015 | 0.050 |
| $10^7$ | 774 | 0.0012 | 0.151 |

For this noise draw the rule selects $\lambda=10^6$; for two of six other draws it selects $10^{5.5}$. The spikes have already shrunk greatly at $10^3$, but the error continues to fall, to 0.050 at $10^6$ and 0.023 at $10^{6.5}$, where $\chi^2$ already exceeds the limit. Part of the error at $10^3$ is broad error made by noise, which needs a stronger penalty. The rest is bias: fits to noise-free data still have rms errors of about 0.06 at $10^3$ and 0.07 at $10^5$, because the penalty chooses among spectra that fit almost equally well, and the mesh restricts the choice: it forces $\varepsilon''$ to zero at 9 eV, where the hidden value is still 1.75. With the mesh extended to 18 eV the noise-free error at $10^3$ falls to 0.007, while at $10^5$ it stays near 0.07. How this bias varies with $\lambda$ depends on the hidden spectrum and on where the mesh ends, so the position of the smallest error is not a general result. At $10^7$ the bias is large enough for $\chi^2$ to reveal it clearly.

The spike bound can be evaluated by taking the $10^7$ fit as $b$. It has $|Db|^2=2.87\times10^{-4}$, so

$$\max_k|s_k|\le\tfrac12\sqrt{2.87\times10^{-4}+\frac{774.3-94.0}{10^6}}\approx0.016 .$$

The actual largest contrast, 0.0015, is ten times smaller, mainly because the curvature is spread over many nodes.

At 3.5, 4.5 and 5.5 eV the selected fit gives $\varepsilon''=0.16$, 1.11 and 2.26, against true values 0.15, 1.11 and 2.19. At the 6.5 eV edge it gives 2.70 against 2.61. These values are not converged with respect to the end of the mesh. With the mesh extended to 18 eV the rule again selects $10^6$, with $\chi^2=110$, but the fit gives 1.99 at 5.5 eV and 2.42 at 6.5 eV, a shift of about 0.27. Its rms error is 0.115, against 0.039 at $10^5$ on that mesh, and the misfit does not reveal the difference. The index at 2 eV is 1.963 against 1.956.

Below the gap the hidden film does not absorb. Converting the fits with $\alpha=2E\,\mathrm{Im}\,n/\hbar c$, the largest false absorption between 1.5 and 2.9 eV is $2.4\times10^4\ \mathrm{cm^{-1}}$ at $\lambda=0$ and $1.9\times10^3\ \mathrm{cm^{-1}}$ at the selected strength. Even the latter could be mistaken for defect absorption. Over 120 nm it amounts to $\alpha d\approx0.02$, so this reflectance fit is no measurement of weak subgap absorption.

## When the spike is real

The penalty cannot tell a false spike from a real narrow line. Add to the hidden spectrum a causal triangular line of height 1 at 4.5 eV, with zeros at 4.4 and 4.6 eV. Keeping the noise and $\lambda=10^6$ fixed, the fitted $\varepsilon''$ at 4.5 eV rises by only 0.085.

The cause can be counted. On the mesh the line has values $0,\tfrac12,1,\tfrac12,0$. Its second differences are $\tfrac12,0,-1,0,\tfrac12$, with squared sum 1.5. On a straight background, retaining it costs $1.5\times10^6$, whereas the flattened fit has $\chi^2=360$. Flattening is much cheaper.

That 360 is well above the limit of 115, so here the misfit gives the warning. At $\lambda=0$ adding the line, with the noise unchanged, raises the fitted $\varepsilon''$ at 4.5 eV by 1.07, but each such fit suffers the noise amplification described above. If a narrow line is expected on physical grounds, a separate unpenalized causal oscillator can be added for it. A line too weak to raise $\chi^2$ noticeably can be lost without warning.

Outside 1.5 to 6.5 eV the data constrain the fitted shape only weakly, and it depends on the penalty and on the forced zero at the end of the mesh. It should not be reported as a measured spectrum, however smooth it looks. As shown above, the end of the mesh also shifts the fit in the upper part of the measured range, so it should be varied as a check.

## Relation to a real oxide film

A gap near 3 eV and a visible index of about 1.9 to 2 are rough values for amorphous indium gallium zinc oxide, and the substrate resembles silica. The hidden spectrum omits the tail and defect states of a real amorphous film. The noise level is an assumption about the instrument.

Systematic errors need separate attention. Each change below was applied to the synthetic film's reflectance, which was then refitted with the original optical model, the same noise and $\lambda=10^6$. The last column is the rms change of in-range $\varepsilon''$.

| Neglected effect | largest $\lvert\Delta R\rvert$ | change of $\varepsilon''$ |
|---|---:|---:|
| Thickness larger by 1 nm | 0.006 | 0.026 |
| Substrate index larger by 0.05 | 0.011 | 0.084 |
| Incidence at 8°, unpolarized | 0.002 | 0.006 |
| Rough layer, 2 nm | 0.003 | 0.033 |
| $10^{19}\ \mathrm{cm^{-3}}$ free carriers | 0.001 | 0.002 |
| Reflecting back face | 0.035 | 0.143 |

The rough layer is an effective medium of half film and half air that replaces 1 nm of film. The carriers have mass $0.35\,m_e$ and damping 0.1 eV. Back-face light is added incoherently.

For these numbers the back face matters most: its rms shift of $\varepsilon''$, 0.143, is far above the noise spread of 0.020 found between 4.0 and 6.3 eV. It must be suppressed or modelled, and the substrate index must be known well. The dispersion of fused silica about the constant 1.48 shifts $\varepsilon''$ here by an rms of only about 0.012. A smoothness penalty limits amplified noise; it does not correct a wrong optical model.
